# Why ferroelectric domains in twisted dichalcogenide bilayers grow unequally

## The situation

Two identical dichalcogenide layers, each with a horizontal mirror plane through its metal atoms, are stacked parallel and twisted by a small angle $\theta$. They do not stay uniformly rotated. The atoms relax into triangles of two favourable stackings, called MX and XM, separated by narrow walls that meet at nodes. The stackings carry opposite dipole densities $\pm P$ normal to the sheet, in C/m.

Without a field the two families cover equal areas. In a normal field, one family grows at the expense of the other. The field favours one dipole direction everywhere, so one must ask why the other family does not simply disappear. Three contributions decide this: the polarisation energy drives the walls, their energy resists bending, and the twist fixes the slip that they carry.

## The polarisation contribution

Let $E>0$ be the external field, as measured in vacuum away from the bilayer, and let it point along the dipole of the favoured family. To second order in $E$, the energies per area are

$$w_\pm=w_0\mp PE-\tfrac12\chi E^2 .$$

Reflection in the horizontal plane exchanges MX and XM and reverses $P$, but leaves $w_0$ and the polarisability $\chi$ unchanged. These therefore cancel in the difference

$$p\equiv w_--w_+=2PE .$$

If a wall element of length $ds$ moves a distance $\delta$ into the unfavoured domain, the energy falls by $p\,\delta\,ds$. The field thus exerts a uniform pressure $p$ on every wall. Reversing $E$ exchanges the favoured and unfavoured families.

## What the twist fixes

At position $\mathbf r$ the rigid twist displaces one layer relative to the other by $(\mathcal R_\theta-1)\mathbf r$, whose length is $2r_0\sin(\theta/2)$ for $|\mathbf r|=r_0$. The stacking repeats when this equals a lattice vector. With lattice constant $a$, neighbouring nodes are therefore separated by

$$L=\frac{a}{2\sin(\theta/2)} .$$

A cell has area $\sqrt3L^2/2$ and contains one triangle of each family and three walls.

For small $\theta$ the displacement between two neighbouring nodes is a lattice vector perpendicular to the line joining them. The slip from MX to XM across the wall on that line has length $d=a/\sqrt3$ and is perpendicular to that lattice vector. It is therefore parallel to the straight wall, which is a shear wall.

Each wall carries a fixed slip, and the slips add up to the imposed twist. A field can bend walls or bring them together, but removing them all would remove the twist. I assume that the boundary of the sample keeps the twist, and hence the node density, fixed.

## The energy of a wall

Let $\mathbf u(\xi)$ be the relative displacement across a wall with unit normal $\mathbf n$, shared as $\pm\mathbf u/2$ between the layers. Each layer is taken as elastically isotropic, with two-dimensional Lamé constants $\lambda,\mu$ and energy density $\frac\lambda2(\mathrm{div}\,\mathbf v)^2+\mu e_{ij}e_{ij}$. For $\mathbf v=\mathbf u/2$,

$$\mathrm{div}\,\mathbf v=\tfrac12\mathbf n\cdot\mathbf u',\qquad e_{ij}e_{ij}=\tfrac18\left[|\mathbf u'|^2+(\mathbf n\cdot\mathbf u')^2\right].$$

Adding both layers and the stacking energy $V$ gives the wall energy per length

$$\int\left\{\tfrac14\left[\mu|\mathbf u'|^2+(\lambda+\mu)(\mathbf n\cdot\mathbf u')^2\right]+V(\mathbf u)\right\}d\xi .$$

Suppose first that the slip follows a straight path, with coordinate $s$ from $-d/2$ to $d/2$. If the wall makes an angle $\alpha$ with the slip, then $(\mathbf n\cdot\mathbf u')^2=s'^2\sin^2\alpha$, and the elastic coefficient is

$$K=\mu+(\lambda+\mu)\sin^2\alpha=\mu(\cos^2\alpha+r^2\sin^2\alpha),\qquad r^2=\frac{\lambda+2\mu}{\mu}.$$

Completing the square,

$$\int\left(\tfrac14Ks'^2+V\right)d\xi=\int\left(\tfrac12\sqrt K s'-\sqrt V\right)^2d\xi+\int_{-d/2}^{d/2}\sqrt{KV}\,ds .$$

The minimum has $s'=2\sqrt{V/K}$, which leaves the last integral.

For $V$ I keep the lowest harmonics of the lattice, $V=c\,[\frac32+\sum_{j=1}^3\cos(\mathbf G_j\cdot\mathbf u)]$, with $\mathbf u$ measured from the stacking in which like atoms face each other. One $\mathbf G_j$ lies along the path and has length $4\pi/(3d)$. The saddle, $s=0$, lies half a lattice vector away from the origin. With $\varphi=2\pi s/(3d)$ the three phases are $2\varphi$ and $-\varphi\pm\pi$, so

$$V=c\left(\tfrac32+\cos2\varphi-2\cos\varphi\right)=2c\left(\cos\varphi-\tfrac12\right)^2 .$$

The saddle energy is $V_0=c/2$, hence $\sqrt V=2\sqrt{V_0}(\cos\varphi-\frac12)$. For a straight shear wall, $\alpha=0$, this gives

$$\gamma=2\sqrt{\mu V_0}\left[\frac{3d}{2\pi}\,2\sin\frac\pi3-\frac d2\right]=d\sqrt{\mu V_0}\left(\frac{3\sqrt3}{\pi}-1\right).$$

Take round model parameters, not assigned to a material: $a=0.32$ nm, $\theta=0.02^\circ$, $\lambda=\mu=50$ N/m, $V_0=0.02$ J/m² and $P=0.5$ pC/m. Then $d=0.1848$ nm, $\sqrt{\mu V_0}=1$ N/m, and

$$\gamma=0.654\times0.1848\times10^{-9}=1.208\times10^{-10}\ \mathrm{J/m},$$

or 0.754 eV/nm. The width $d/s'(0)=d/(2\sqrt{V_0/\mu})$ is 4.6 nm, while $L=917$ nm. Treating the walls as lines is justified here.

## Two costs of bending

Describe a wall by $y(x)$, with $x$ along its chord and $y$ positive towards the unfavoured domain. Since $ds=\sqrt{1+y'^2}\,dx$ and $\tan\alpha=y'$, its energy per $dx$ is

$$\gamma\sqrt{\cos^2\alpha+r^2\sin^2\alpha}\,\sqrt{1+y'^2}=\gamma\sqrt{1+r^2y'^2}\simeq\gamma+\tfrac12\gamma r^2y'^2 .$$

The coefficient $r^2$ has two parts. Extra length supplies 1. Rotation away from pure shear supplies $r^2-1$, because a tilted wall also stretches and compresses the layers. In the example $r^2=3$, so rotation costs twice as much as extra length.

The straight path is an approximation for a tilted wall. When both components of $\mathbf u$ are allowed to relax, the computed small-tilt stiffness falls from $3\gamma$ to about $2.68\gamma$, or 11% below the straight-path value. The closed formulas below keep the straight path, and its effect on the largest field is given separately.

## Balancing pressure against wall energy

With the ends held at the nodes, the energy to minimise is

$$F[y]=\int_0^L\left(\gamma\sqrt{1+r^2y'^2}-py\right)dx .$$

The second derivative of the integrand with respect to $y'$ is $\gamma r^2/(1+r^2y'^2)^{3/2}>0$, and the pressure term is linear. Thus $F$ is strictly convex, and a stationary curve is the unique minimum among curves $y(x)$ with these ends. Stationarity requires

$$\frac{d}{dx}\left[\frac{\gamma r^2y'}{\sqrt{1+r^2y'^2}}\right]=-p .$$

Now stretch the vertical coordinate, $Y=ry$. Carrying out the derivative gives

$$\frac{Y''}{(1+Y'^2)^{3/2}}=-\frac{p}{r\gamma}.$$

The left side is the curvature of $Y(x)$. In stretched coordinates the wall is therefore a circular arc of radius $R=r\gamma/p$, and in real space it is an elliptical arc. If $\Phi$ is half the angle subtended by the arc, its chord gives

$$\sin\Phi=\frac{L}{2R}=\frac{pL}{2r\gamma}.$$

The area between arc and chord is $R^2(\Phi-\sin\Phi\cos\Phi)$ in stretched coordinates. Dividing by $r$ and using $R=L/(2\sin\Phi)$, the real area is

$$S=\frac{L^2(\Phi-\sin\Phi\cos\Phi)}{4r\sin^2\Phi}.$$

Every wall separates a favoured from an unfavoured triangle, so all three walls of a cell bow into the unfavoured family. One area gains $3S$ and the other loses $3S$. With area fractions $f_\pm$,

$$f_+-f_-=\frac{6S}{\sqrt3L^2/2}=\frac{\sqrt3(\Phi-\sin\Phi\cos\Phi)}{r\sin^2\Phi}.$$

### Weak field

For small $\Phi$, $\Phi-\sin\Phi\cos\Phi\simeq2\Phi^3/3$, and

$$f_+-f_-\simeq\frac{2\Phi}{\sqrt3r}\simeq\frac{pL}{\sqrt3r^2\gamma}=\frac{2PEL}{\sqrt3r^2\gamma}.$$

The response grows with $L$. The weak-field shape is $y=px(L-x)/(2r^2\gamma)$, so the bow at the centre is proportional to $L^2$. Relative to the triangle size it is proportional to $L$. A smaller twist gives a softer network at the same field.

At $E=0.10$ V/nm, $p=1.00\times10^{-4}$ J/m². Thus

$$\frac{pL}{\gamma}=\frac{(1.00\times10^{-4})(916.7\times10^{-9})}{1.2083\times10^{-10}}=0.759,\qquad \sin\Phi=\frac{0.759}{2\times1.732}=0.219 .$$

This gives $\Phi=12.7^\circ$ and a fraction difference of 0.148: the families cover 57.4% and 42.6% of the area. The linear formula gives $0.759/(1.732\times3)=0.146$. Ignoring the cost of rotation, by setting $r=1$ in the linear formula, would give 0.438, three times as much.

The response rises slightly faster than linearly. Put $\sigma=\sin\Phi$. Then $\Phi\simeq\sigma+\sigma^3/6+3\sigma^5/40$ and $\sin\Phi\cos\Phi=\sigma\sqrt{1-\sigma^2}\simeq\sigma-\sigma^3/2-\sigma^5/8$. Their difference is $2\sigma^3/3+\sigma^5/5$, so

$$f_+-f_-\simeq\frac{2\sigma}{\sqrt3r}\left(1+\frac{3\sigma^2}{10}\right).$$

At 0.20 V/nm the full formula gives fractions of 65.5% and 34.5%. These values keep the straight slip path. With relaxed paths the softer wall raises the favoured fraction to about 58.3% at 0.10 V/nm and 67.2% at 0.20 V/nm. At higher fields neighbouring walls can merge, as discussed below, and the formula then no longer applies.

### The energy account

Relative to straight walls, the polarisation energy gained per cell is $3pS$. In weak field the wall cost per wall is $\frac12\gamma r^2\int y'^2dx$. Integrating by parts, with $y=0$ at the ends and $\gamma r^2y''=-p$,

$$\tfrac12\gamma r^2\int_0^Ly'^2dx=-\tfrac12\gamma r^2\int_0^Lyy''dx=\tfrac12p\int_0^Ly\,dx=\tfrac12pS .$$

Half the polarisation gain pays for bending and half remains as a reduction of the total energy. At 0.10 V/nm the gain is 33.7 eV per cell and the cost 17.0 eV, a ratio of 0.504. The balance is one of forces: for a small further displacement, gain and cost are equal, although their totals are not.

## Where smooth growth ends

The end slope is $y'(0)=Y'(0)/r=\tan\Phi/r$. Each corner of an unfavoured triangle starts with an angle of $60^\circ$. Both of its walls turn inward, so the corner closes when each has turned by $30^\circ$:

$$\frac{\tan\Phi_c}{r}=\frac1{\sqrt3},\qquad\sin\Phi_c=\frac r{\sqrt{3+r^2}} .$$

Inserting this into $p_c=2r\gamma\sin\Phi_c/L$ and $p_c=2PE_c$ gives

$$E_c=\frac{r^2\gamma}{PL\sqrt{3+r^2}} .$$

For $r^2=3$, $\Phi_c=45^\circ$ and $p_cL/\gamma=6/\sqrt6=2.449$. Hence

$$E_c=\frac{2.449\times1.2083\times10^{-10}}{2(0.5\times10^{-12})(916.7\times10^{-9})}=3.23\times10^8\ \mathrm{V/m},$$

or 0.323 V/nm. If the walls did not interact, the fraction difference there would be $\pi/2-1$, and the unfavoured family would still cover $1-\pi/4$, or 21.5%, of the area. Its corners have closed, but its interior has not. For $r=1$ the remaining fraction is $2-\pi/\sqrt3$, also positive.

The effect of path relaxation follows from a general wall energy $\gamma(\alpha)$. The energy per $dx$ is then $g=\gamma(\alpha)/\cos\alpha$, with $y'=\tan\alpha$. Since $d\alpha/dy'=\cos^2\alpha$,

$$\frac{dg}{dy'}=\gamma'(\alpha)\cos\alpha+\gamma(\alpha)\sin\alpha .$$

By force balance and symmetry this equals $pL/2$ at the left end. At $30^\circ$ it gives $p_cL=\gamma(30^\circ)+\sqrt3\gamma'(30^\circ)$. The relaxed wall energies yield a contact field of 0.314 V/nm, about 3% below the closed formula.

Since $E_c\propto1/L$, raising the twist to $0.10^\circ$ raises the model's contact field to 1.61 V/nm. This extrapolation also assumes that the linear dipole description survives such a field.

Contact here means geometrical contact of walls that do not interact. In fact the two walls at a closing corner attract through their exponentially decaying tails when $r>1$. Their slips agree along the bisector of the corner and are opposite normal to it. The normal component has the larger elastic coefficient, so its tail reaches further, and the overlap of the opposite slips lowers the energy. The walls can therefore merge before contact, and $E_c$ is an upper limit to smooth growth.

The onset is sensitive to the energy $\gamma_m$ per length of the merged wall. Such a wall grows from the node along the bisector once the two separate walls pull harder than it does. For $r^2=3$ and straight slip paths their pull is $\sqrt3\gamma(\cos\Phi+\sin\Phi)=\sqrt6\gamma\cos(45^\circ-\Phi)$, which is stationary at contact. If $\gamma_m$ is only 1% below $\sqrt6\gamma$, merging starts at $\Phi=36.9^\circ$, at a field 15% below $E_c$. With relaxed slip paths, the potential and moduli of the example give $\gamma_m\simeq2.37\gamma$, about 1.4% below the energy of two separate walls at $30^\circ$. Merging then starts near 0.25 V/nm, about a fifth below the relaxed contact field of 0.314 V/nm. The binding depends steeply on $r$: for the same potential it is about 0.2% at $r^2=2$ and 3% at $r^2=4$. The merged state needs its own wall energy and is not described by these formulas.

## Why the nodes stay in place

The balance above held the nodes fixed. Rotation by $120^\circ$ about a node maps the bowed network onto itself, so the net force on the node vanishes. Stability requires the second-order energy as well.

Let a wall's chord have components $(c_x,c_y)$ along and across its slip. Its stretched length is $\ell=\sqrt{c_x^2+r^2c_y^2}$, and $\sin\Phi=\ell/(2R)$. Relative to the straight chord, the minimum wall-plus-pressure energy is

$$W=2\gamma R\Phi-\frac prR^2(\Phi-\sin\Phi\cos\Phi)=\gamma R(\Phi+\sin\Phi\cos\Phi),$$

because $pR/r=\gamma$. From $d\Phi/d\ell=1/(2R\cos\Phi)$ follows $dW/d\ell=\gamma\cos\Phi$. At $(L,0)$, with $t=\tan\Phi$ and $\kappa=\gamma\cos\Phi/L$,

$$W_{xx}=-\kappa t^2,\qquad W_{yy}=\kappa r^2,\qquad W_{xy}=0,\qquad p=2\kappa rt .$$

Displace the nodes by $\mathrm{Re}(\mathbf u\,e^{i\mathbf q\cdot\mathbf r})$. Let $\mathbf a_k$ be the three edges taken anticlockwise round a favoured triangle, with $\theta_k=\mathbf q\cdot\mathbf a_k$, so that $\sum\theta_k=0$. Let $\boldsymbol\tau_k,\mathbf n_k$ be unit vectors along and across each edge. Displaced corners $\boldsymbol\delta_k$ change the straight triangle's area at second order by $\frac12\sum\boldsymbol\delta_k\times\boldsymbol\delta_{k+1}$. Averaging this and the second-order part of $W$ over the network gives an energy $\frac12\mathbf u^\dagger D\mathbf u$ per node, with

$$\frac D\kappa=\sum_kA_k\left(r^2\mathbf n_k\mathbf n_k^T-t^2\boldsymbol\tau_k\boldsymbol\tau_k^T\right)+2rtQM .$$

Here $A_k=1-\cos\theta_k$, $Q=\sum\sin\theta_k$, and $M$ has off-diagonal elements $M_{xy}=-i/2$, $M_{yx}=i/2$.

At contact, $t=r/\sqrt3$. Since $3\mathbf n\mathbf n^T-\boldsymbol\tau\boldsymbol\tau^T=1+2(\mathbf n\mathbf n^T-\boldsymbol\tau\boldsymbol\tau^T)$ and the edges differ by $120^\circ$, the eigenvalues of $3D/(\kappa r^2)$ are

$$\sum A_k\pm\sqrt{4\Big(\sum A_k^2-\sum_{j<k}A_jA_k\Big)+3Q^2}.$$

To evaluate the root, put $C=\sum\cos\theta_k$. From $|\sum e^{i\theta_k}|^2=C^2+Q^2$ and $\sum\theta_k=0$,

$$Q^2=3-2C+C^2-2\sum\cos^2\theta_k=2\sum_{j<k}A_jA_k-\sum A_k^2 .$$

The root therefore equals $\sum A_k$, and the eigenvalues are 0 and $2\sum A_k$. At contact there is a zero-energy node displacement at every wavevector.

Below contact, fix any nonzero $\mathbf u$ and any $\mathbf q$ that is not a uniform translation. The form $\mathbf u^\dagger D\mathbf u/\kappa$ is quadratic in $t$ with a non-positive $t^2$ coefficient, so it is concave. It is positive at $t=0$, because at least two $A_k$ are nonzero and their normals span the plane. It is non-negative at contact. A concave function with these end values is positive in between. With non-interacting walls, the regular network is thus locally stable up to contact. Corner closure and loss of node stability occur at the same field in this model.

## What the balance leaves out

The domains' dipoles also interact with one another. The scale of this energy per wall length is $P^2/\varepsilon_0$, and $P^2/(\varepsilon_0\gamma)=2.3\times10^{-4}$ in the example. This supports neglecting it, although it is a comparison of scales and not a calculated correction.

Disorder can hold a wall until the pressure exceeds a threshold, which would produce hysteresis. Elastic interaction between separate walls is also omitted. At larger twists, when $L$ approaches the wall width, distinct domains and line-like walls cease to be a useful description. The complete numerical output follows.

## Computed values

```
lattice constant a = 0.32 nm
partial slip d = 0.1848 nm
twist = 0.02 degree
layer moduli mu, lambda = 50, 50 N/m
saddle stacking energy V0 = 0.020 J/m^2
sheet dipole density P = 0.50 pC/m
tensile/shear wall energy ratio r = 1.7321
wall-energy factor 3 sqrt3/pi - 1 = 0.6540
same factor, relaxed profile = 0.6539
wall energy gamma = 1.2083e-10 J/m
wall energy gamma = 0.7541 eV/nm
wall width d/u'(centre) = 4.62 nm
node spacing L = 916.7 nm
cell area = 0.7278 um^2
E = 0.05 V/nm: fractions 0.5366 and 0.4634
E = 0.10 V/nm: fractions 0.5741 and 0.4259
E = 0.20 V/nm: fractions 0.6554 and 0.3446
E = 0.30 V/nm: fractions 0.7566 and 0.2434
At E = 0.10 V/nm:
  pressure p = 1.000e-04 J/m^2
  load pL/gamma = 0.7587
  arc angle Phi = 12.652 degree
  fraction difference = 0.1482
  linear estimate = 0.1460
  linear estimate if r were 1 = 0.4381
  largest wall bow = 29.34 nm
  polarisation gain per cell = 33.65 eV
  wall-energy cost per cell = 16.95 eV
  cost/gain = 0.5037
contact load pL/gamma = 2.4495
contact arc angle = 45.00 degree
contact field = 0.3228 V/nm = 3.228e+08 V/m
fractions at contact = 0.7854 and 0.2146
contact field at twist 0.10 degree = 1.6142 V/nm
stiffness/gamma, straight path = 3.0000
stiffness/gamma, relaxed path = 2.6759
contact field, relaxed path = 0.3136 V/nm
softest node mode at 0.50 E_c = 0.60134 gamma/L
softest node mode at 0.98 E_c = 0.04119 gamma/L
softest node mode at 1.00 E_c = -0.00000 gamma/L
softest node mode at 1.02 E_c = -0.05774 gamma/L
dipole interaction scale P^2/(eps0 gamma) = 2.34e-04
```
